\section*{Why a closed liner can scatter electrons diffusely: d-level resonances}

\section{What a closed liner guarantees}

\textbf{Q.} My liner is closed: one atom sits on every surface site of the metal, with no holes and no steps. An electron arriving from inside the metal meets a smooth wall, so it must be reflected like light from a mirror. Why should I expect any diffuse scattering?

\textbf{A.} Smoothness for an electron is a statement about the reflected wave. Let us take your perfect coverage literally and calculate that wave. The metal is a half-space of a simple cubic crystal with one s orbital per site and nearest-neighbour hopping $-t$. Layer $n=1$ is the surface and $n$ grows inward. Each surface atom is coupled, with strength $V$, to one d orbital of the liner atom above it. The d level at site $j$ is $\varepsilon_j$. I leave out spin, electron interactions, inelastic processes and direct d--d hopping, and set $\hbar$ and the lattice constant to one.

In the bulk, a wave with parallel wavevector $\mathbf k$ has in-plane energy $\varepsilon_\parallel=-2t(\cos k_x+\cos k_y)$. Inserting $\psi_n=\lambda^n$ into the bulk equation gives
\begin{equation}
E-\varepsilon_\parallel(\mathbf k)=-t(\lambda+\lambda^{-1})=-2t\cos q,\qquad \lambda=e^{iq}.
\end{equation}
For $0<q<\pi$ the velocity $dE/dq=2t\sin q$ is positive, so $\lambda^n$ travels inward, away from the surface: it is the outgoing wave. The incident wave is $\lambda^{-n}$, and the flux is proportional to $\sin q$. If $|\cos q|$ would have to exceed one, the channel is closed, and we take the real $\lambda$ with $|\lambda|<1$, which decays inward.

\textbf{Q.} And the liner enters as a boundary condition?

\textbf{A.} Yes. At surface site $j$, with $\phi_j$ the d amplitude and $h_\parallel$ the in-plane hopping,
\begin{align}
E\psi_{1j}&=(h_\parallel\psi_1)_j-t\psi_{2j}+V\phi_j,\\
(E-\varepsilon_j)\phi_j&=V\psi_{1j}.
\end{align}
Continue the bulk waves one layer outward and call the result $\psi_0$. By construction it satisfies $E\psi_{1j}=(h_\parallel\psi_1)_j-t\psi_{2j}-t\psi_{0j}$. Subtracting this from the first line leaves $V\phi_j+t\psi_{0j}=0$. Multiply by $E-\varepsilon_j$ and use the second line to remove $\phi_j$:
\begin{equation}
t(E-\varepsilon_j)\psi_{0j}+V^2\psi_{1j}=0 .
\label{match}
\end{equation}
This also holds at $E=\varepsilon_j$, where the d equation itself demands $\psi_{1j}=0$.

\section{The ordered liner}

\textbf{Q.} Then put all the levels at the same energy. Does a d state at the Fermi energy spoil the mirror?

\textbf{A.} With $\varepsilon_j=\varepsilon_d$ the boundary condition is the same at every site, so $\mathbf k$ is conserved. Insert $\psi_n=\lambda^{-n}+r\lambda^n$, with $\lambda^{-1}=\lambda^*$ in an open channel:
\begin{equation}
t(E-\varepsilon_d)(1+r)+V^2(\lambda^*+r\lambda)=0 .
\end{equation}
Collecting the terms in $r$ gives
\begin{equation}
r_{\mathbf k}=-\frac{z_{\mathbf k}^*}{z_{\mathbf k}},\qquad
z_{\mathbf k}=t(E-\varepsilon_d)+V^2\lambda_{\mathbf k}.
\label{r}
\end{equation}
The modulus is one for any $\varepsilon_d$. The specularity $p_{\mathbf k}$, the probability of leaving in the incident channel, is therefore one, on resonance or off it.

\textbf{Q.} So I was right. The d states do nothing.

\textbf{A.} They do nothing to the modulus. Look at the phase. Equation (\ref{r}) gives $\varphi_{\mathbf k}=\pi-2\arg z_{\mathbf k}$. Since $dz/d\varepsilon_d=-t$,
\begin{equation}
\frac{d\arg z}{d\varepsilon_d}=\mathrm{Im}\frac{-t}{z}=\frac{t\,\mathrm{Im}\,z}{|z|^2}=\frac{tV^2\sin q}{|z|^2},
\end{equation}
and hence
\begin{equation}
\frac{d\varphi_{\mathbf k}}{d\varepsilon_d}=-a_{\mathbf k},\qquad
a_{\mathbf k}=\frac{2tV^2\sin q}{|z_{\mathbf k}|^2}.
\label{a}
\end{equation}
Dividing numerator and denominator by $t^2$ shows the resonance:
\begin{equation}
a_{\mathbf k}=\frac{2\Gamma}{(\varepsilon_d-E-V^2\cos q/t)^2+\Gamma^2},\qquad \Gamma=\frac{V^2\sin q}{t}.
\end{equation}
This is a Lorentzian in $\varepsilon_d$ of half-width $\Gamma$. The weaker the coupling, the narrower the resonance and the steeper the phase at its centre.

The same $a_{\mathbf k}$ measures the d character at energy $E$. Drive the d orbital with a unit source, $(E-\varepsilon_d)\phi-V\psi_1=1$, and allow outgoing waves alone, $\psi_1=\lambda\psi_0$. With $\psi_0=-V\phi/t$ this gives $\phi=t/z$. The d spectral density is $-\mathrm{Im}\,\phi/\pi$, which equals $a_{\mathbf k}/2\pi$.

\section{Equal coverage, unequal levels}

\textbf{Q.} A steep phase is harmless if it is the same everywhere.

\textbf{A.} It is, and that is the condition your picture of the liner does not secure. Local strain, a neighbour of another species or a different bonding position can shift a d level without opening a hole. Write $\varepsilon_j=\varepsilon_d+\eta_j$, where the $\eta_j$ have zero mean, rms value $\sigma$ and no correlation between sites. Keep first order in $\eta_j$. Equation (\ref{match}) then gives, for the correction $\psi^{(1)}$ to the ordered solution $\psi^{(0)}$,
\begin{equation}
t(E-\varepsilon_d)\psi^{(1)}_{0j}+V^2\psi^{(1)}_{1j}=t\,\eta_j\,\psi^{(0)}_{0j}.
\end{equation}
For a wave incident in $\mathbf k$, equation (\ref{r}) gives
\begin{equation}
\psi^{(0)}_{0j}=(1+r_{\mathbf k})e^{i\mathbf k\cdot\mathbf R_j}
=\frac{2iV^2\sin q}{z_{\mathbf k}}\,e^{i\mathbf k\cdot\mathbf R_j}.
\end{equation}
The correction contains outgoing waves alone, $\psi^{(1)}_{nj}=\sum_{\mathbf k'}b_{\mathbf k'}\lambda_{\mathbf k'}^n e^{i\mathbf k'\cdot\mathbf R_j}$. Project on channel $\mathbf k'$, with $N$ surface sites and $\eta_{\mathbf Q}=N^{-1}\sum_j\eta_je^{-i\mathbf Q\cdot\mathbf R_j}$:
\begin{equation}
b_{\mathbf k'}=\frac{2itV^2\sin q}{z_{\mathbf k'}z_{\mathbf k}}\,\eta_{\mathbf k'-\mathbf k}.
\end{equation}
The probability is $|b_{\mathbf k'}|^2$ times the flux ratio $\sin q'/\sin q$. One factor $\sin q$ cancels, and the rest groups into two factors of the form (\ref{a}):
\begin{equation}
P_{\mathbf k'\mathbf k}=\frac{4t^2V^4\sin q\sin q'}{|z_{\mathbf k}|^2|z_{\mathbf k'}|^2}|\eta_{\mathbf k'-\mathbf k}|^2
=a_{\mathbf k'}a_{\mathbf k}|\eta_{\mathbf k'-\mathbf k}|^2 .
\label{P}
\end{equation}
For uncorrelated levels $\langle|\eta_{\mathbf Q}|^2\rangle=\sigma^2/N$. The levels are real, so flux is conserved, and whatever appears in other channels is missing from the specular one. The excluded term $\mathbf k'=\mathbf k$ is of order $1/N$ and vanishes for a large surface. Thus
\begin{equation}
1-p_{\mathbf k}=\sigma^2a_{\mathbf k}\,\bar a,\qquad
\bar a=\frac1N\sum_{\mathbf k'\,\mathrm{open}}a_{\mathbf k'} .
\label{law}
\end{equation}
One factor is the phase slope of the incident channel. The other counts the ways out through the d orbital.

\textbf{Q.} When may I trust this formula?

\textbf{A.} The level shifts must be small compared with $|z_{\mathbf k'}|/t$ in every channel, open or closed, because each further order of the expansion brings a factor $t\eta/z$. In particular, no $z_{\mathbf k'}$ may vanish. In a closed channel $\lambda$ is real, and $z_{\mathbf k'}=0$ when $\varepsilon_d-E=V^2\lambda_{\mathbf k'}/t$. The liner then has a surface band at energy $E$: a wave bound to the surface that needs no incident electron. Scattering into that band is not described by (\ref{law}).

\section{Is the d state really to blame?}

\textbf{Q.} Any disorder scatters. Perhaps you have shown that disorder is bad, and the d state is a bystander.

\textbf{A.} Then compare with potentials $w_j$ of the same rms size on the surface atoms of the bare metal. To have both cases at once, keep an ordered liner as well. The term $w_j\psi_{1j}$ joins the surface equation, and eliminating $\phi_j$ gives
\begin{equation}
t\psi_{0j}+(u+w_j)\psi_{1j}=0,\qquad u=\frac{V^2}{E-\varepsilon_d}.
\end{equation}
Without disorder $r=-(t+u\lambda^*)/(t+u\lambda)$, so the amplitude on the surface layer is
\begin{equation}
\lambda^*+r\lambda=\frac{t(\lambda^*-\lambda)}{t+u\lambda}=\frac{-2it\sin q}{t+u\lambda}.
\end{equation}
To first order, $(t+u\lambda_{\mathbf k'})b_{\mathbf k'}=-w_{\mathbf k'-\mathbf k}(\lambda^*+r\lambda)$. Including the flux ratio as before, $P_{\mathbf k'\mathbf k}=s_{\mathbf k'}s_{\mathbf k}|w_{\mathbf k'-\mathbf k}|^2$ with
\begin{equation}
s_{\mathbf k}=\frac{2t\sin q}{|t+u\lambda_{\mathbf k}|^2}.
\label{s}
\end{equation}
The bare surface has $u=0$ and $s_{\mathbf k}=2\sin q/t$. The liner with $\varepsilon_d=E$ has $|z_{\mathbf k}|=V^2$ in open channels and $a_{\mathbf k}=2t\sin q/V^2$. The ratio is $(t/V)^2$ in each of the two factors, so at equal weak disorder the resonant liner scatters $(t/V)^4$ times as much. For $V<t$, and disorder weak enough for (\ref{law}), the resonant d state amplifies the disorder.

\textbf{Q.} Then I should keep d levels away from the Fermi energy at all costs.

\textbf{A.} Not at all costs. Equation (\ref{s}) has another limit. If the liner is ordered and the disorder sits in the metal atoms below it, approaching resonance makes $|u|$ large. The wave is pushed off the surface layer, $s_{\mathbf k}$ falls as $1/u^2$, and the diffuse fraction falls as $1/u^4$, provided that no surface band lies at $E$. The liner then shields the electrons from the disorder beneath. Away from resonance the result can be the opposite. Since $|t+u\lambda_{\mathbf k}|^2=t^2+2tu\cos q+u^2$, a small $u$ with the sign opposite to $\cos q$ makes $|t+u\lambda_{\mathbf k}|$ less than $t$, and the same metal atoms can then scatter more than they would without the liner. For $E$ well below the band centre most open channels have $\cos q>0$, so this happens for a level well above $E$: with the parameters of the next section, a level 0.05 hartree above $E$ raises the weak-disorder diffuse fraction by a factor of about 1.5. For $E$ above the band centre the two sides exchange roles. Whether a d level raises or lowers diffuse scattering thus depends on where the disorder is, on the position of the level and on $V/t$.

\section{Numbers}

\textbf{Q.} Give me a case where the effect is not negligible.

\textbf{A.} Take round model parameters: $t=0.05$, $V=0.03$ and $E=-0.15$ hartree from the band centre. Let the level spread be $\sigma=0.005$ hartree, or 0.14 eV. Put $\varepsilon_d$ at $E$ and consider the channel $q=\pi/2$. The half-width is $V^2/t=0.0009/0.05=0.018$ hartree, and the phase slope is
\begin{equation}
a=\frac{2t}{V^2}=\frac{0.1}{0.0009}=111\ \text{rad/hartree}.
\end{equation}
The rms phase variation is $0.005\times111=0.56$ rad. Averaging $\sin q$ over the surface zone on a fine mesh, with closed channels counted as zero, gives 0.251, so $\bar a=111\times0.251=27.9$ per hartree. Equation (\ref{law}) then predicts
\begin{equation}
1-p=(0.005)^2\times111\times27.9=0.077 .
\end{equation}

\textbf{Q.} A phase spread of half a radian is hardly small.

\textbf{A.} Hence (\ref{match}) should also be solved without expanding. I took cells of $16\times16$ sites, drew Gaussian levels, and solved the linear equations for all outgoing and decaying amplitudes. The results are averaged over 40 cells and over open channels with weight $v_\parallel^2$, where $\mathbf v_\parallel$ is the parallel velocity; this defines $1-p_{\mathrm{eff}}$. The last column is (\ref{law}) summed over the channels of the same cell.

\begin{center}
\begin{tabular}{ccc}
$\varepsilon_d-E$ (hartree) & $1-p_{\mathrm{eff}}$, solved & second order\\
$-0.20$ & $3.6\times10^{-6}$ & $3.6\times10^{-6}$\\
$-0.05$ & $6.6\times10^{-4}$ & $6.2\times10^{-4}$\\
$-0.02$ & $0.0115$ & $0.0089$\\
$0$ & $0.42$ & $0.062$\\
$+0.01$ & $0.47$ & not valid\\
$+0.05$ & $1.7\times10^{-3}$ & $1.5\times10^{-3}$\\
$+0.20$ & $4.5\times10^{-6}$ & $4.5\times10^{-6}$
\end{tabular}
\end{center}

Coverage and spread are the same in every row. Moving the mean level from 0.2 hartree below $E$ to $E$ raises the diffuse fraction by a factor of about $10^5$. A bare surface with the same spread in its metal atoms gives 0.0080, so the resonant liner is about 52 times worse. The weak-disorder factor is $(0.05/0.03)^4=7.7$.

\textbf{Q.} Your formula fails by a factor of seven at resonance. Why?

\textbf{A.} The spread is too large for an expansion to second order. At $\varepsilon_d=E$, with 20 cells per value, $\sigma=0.0005$ hartree gives $6.5\times10^{-4}$ against $6.2\times10^{-4}$ from second order. At 0.002 hartree it is $0.046\pm0.008$ (standard error) against 0.010, and at 0.01 hartree 0.72 against 0.25. The last ratio is smaller again: between 0.005 and 0.01 hartree the solved fraction grows by a factor of only 1.7, while the second-order value, proportional to $\sigma^2$, grows by 4. For these parameters the surface band lies at $E$ when $\varepsilon_d-E$ is between 0.0026 and 0.018 hartree. A spread of 0.005 hartree carries many levels into that range. I conjecture that the excess comes from electrons caught in such surface states and released in other directions. The onset fits this, but I have not isolated the process.

The cell size matters less: sixteen cells of $24\times24$ sites give $0.39\pm0.01$ at resonance, against $0.42\pm0.01$ for the smaller cells. I would rely on ``about 0.4''.

\textbf{Q.} And the shielding you mentioned?

\textbf{A.} Put an ordered liner 0.005 hartree below $E$, so that $u=0.0009/0.005=0.18$ hartree, or $3.6\,t$. Give the metal atoms underneath a weak spread of $10^{-4}$ hartree. Averaged over 60 cells of $16\times16$ sites, the diffuse fraction is 0.0041 of its value without the liner.

\section{What it does to a film}

\textbf{Q.} Does a loss of specularity of 0.4 matter for the resistance of a line?

\textbf{A.} Consider a film of thickness $d$ with this liner on both faces, a constant relaxation time $\tau$, and $d$ much larger than the distance $v_z\tau$ travelled across the film between collisions. Let $g$ be an electron's response to the field relative to the bulk. Electrons reach the surface with $g=1$. If the diffusely emitted ones carry no net parallel current, electrons leave with $g=p_{\mathbf k}$ and recover as
\begin{equation}
v_z\frac{dg}{dz}=\frac{1-g}{\tau}
\quad\Rightarrow\quad g=1-(1-p_{\mathbf k})e^{-z/(v_z\tau)} .
\end{equation}
The deficit integrated over depth is $(1-p_{\mathbf k})v_z\tau$. At fixed energy each $\mathbf k$ carries a density of states proportional to $1/v_z$, so its share of the bulk current has weight $v_\parallel^2/v_z$. Each surface launches one of the two directions of $v_z$, and the factors of two cancel. To leading order in $1/d$,
\begin{equation}
\frac{\Delta\rho}{\rho_0}=\frac{\ell_0}{d}(1-p_{\mathrm{eff}}),\qquad
\ell_0=\tau\,\frac{\sum v_\parallel^2}{\sum v_\parallel^2/v_z},
\end{equation}
with sums over open channels. The factor $v_z$ in the deficit cancels the $1/v_z$ in the weight, which is why $p_{\mathrm{eff}}$ is weighted by $v_\parallel^2$. For $d=5\ell_0$ this leading-order formula gives a rise in resistivity of about $0.42/5$, or 8\%, for the resonant liner, and of $0.0080/5$, or 0.16\%, for the bare disordered surface. Note that $\ell_0$ is shorter than the mean free path: it is $3/8$ of it for free electrons and roughly half of it in this model. The thickness $5\ell_0$ is thus only three to four times the largest $v_z\tau$, and solving the same equation for finite $d$ with the same $p_{\mathbf k}$ gives about 9\% for the resonant liner.

\textbf{Q.} Is it true that the diffuse electrons carry no current?

\textbf{A.} In second order, yes: after averaging, (\ref{P}) depends on $\mathbf k'$ through $a_{\mathbf k'}$, which is the same for $\mathbf k'$ and $-\mathbf k'$. In the solved cells at resonance the loss of parallel momentum,
\begin{equation}
1-\frac{\sum_{\mathbf k\mathbf k'}\mathbf v_\parallel'\cdot\mathbf v_\parallel P_{\mathbf k'\mathbf k}}{\sum_{\mathbf k}v_\parallel^2},
\end{equation}
is 0.44 rather than 0.42: in these cells the diffuse electrons carry a small current backwards. The finite number of channels explains little of this. The sum over diffuse channels leaves out $\mathbf k'=\mathbf k$ but keeps $\mathbf k'=-\mathbf k$; that channel contributes about 0.008 to the difference in $16\times16$ cells and 0.002 in $32\times32$ cells, while the difference itself stays between 0.02 and 0.03. Beyond second order the backward current does not shrink over this range of cell sizes, and I have not identified its cause. The leading-order film estimate changes only from about 8\% to about 9\%.

Correlated levels are a different case. If $\eta_j$ varies slowly along the surface, $\eta_{\mathbf k'-\mathbf k}$ is concentrated at small $\mathbf k'-\mathbf k$. Electrons leave the specular channel but keep most of their parallel velocity, and $1-p_{\mathrm{eff}}$ then overstates the resistance.

\textbf{Q.} So what should I ask of a liner, beyond having no holes?

\textbf{A.} Ask where its d levels lie relative to the Fermi energy, how strongly they couple to the metal, and how much the levels and the couplings vary from site to site. If the coupling $V_j$ varies, equation (\ref{match}) contains the ratio $(E-\varepsilon_j)/V_j^2$, so away from $\varepsilon_d=E$ equal levels alone do not make the boundary uniform. A picture that shows an atom on every site answers none of the three questions. In a real liner there are several d orbitals, and charge transfer can shift the levels, so the values of $\varepsilon_d$, $V$ and $\sigma$ must come from a calculation or a measurement for that interface. The model shows why they matter, but it does not predict the resistance of a real line: it has a single liner layer and leaves out direct d--d hopping and inelastic processes, which can change the diffuse fraction considerably near resonance. In the example above, a nearest-neighbour d--d hopping of $-0.005$ hartree lowers the value at $\varepsilon_d=E$ from about 0.4 to about 0.16, and a hopping of $-0.02$ hartree, a d band about 4 eV wide, lowers it to about 0.02, roughly twice the bare surface. The large amplification belongs to liners whose d band is narrow compared with $\Gamma$.
